# Multipole coefficients from the Power–Zienau–Woolley line integrals

## Problem

An electron of charge $q=-1$ and mass 1 is bound by a potential $V(\mathbf r)$ to a nucleus fixed at the origin. Atomic units are used, with the Lorentz force written as $q(\mathbf E+\mathbf v\times\mathbf B)$, so that $c=1/\alpha$, where $\alpha$ is the fine-structure constant. The external fields are smooth over the atom and their sources lie outside it. Spin is left out: its magnetic coupling is a separate term that the line integrals do not produce.

The Power–Zienau–Woolley (PZW) transformation is generated by the line integral

$$\chi(\mathbf r,t)=\int_0^1 ds\,\mathbf r\cdot\mathbf A(s\mathbf r,t).$$

1. Show that the transformed Hamiltonian contains the fields through line integrals from the nucleus to the electron. State what changes when the field is quantized.
2. Expand these integrals in powers of $\mathbf r$. Find the coefficients of the electric dipole, quadrupole and octupole, the magnetic dipole, and the leading diamagnetic coupling.
3. Decide whether the traces of the quadrupole and octupole tensors contribute.
4. Compare the multipole couplings with minimal coupling for a resonant one-photon transition, and evaluate them for a short wave at one point, for an oscillator in a light wave, and for the same oscillator in a static magnetic field.

## Solution

### 1. The transformed Hamiltonian

**The gradient of $\chi$.** Repeated indices are summed. Differentiating under the integral gives

$$\partial_i\chi=\int_0^1 ds\,\big[A_i(s\mathbf r)+s\,r_j(\partial_iA_j)(s\mathbf r)\big].$$

Since $\mathbf B=\nabla\times\mathbf A$, we have $(\mathbf r\times\mathbf B)_i=r_j\partial_iA_j-r_j\partial_jA_i$. This replaces $r_j\partial_iA_j$:

$$\partial_i\chi=\int_0^1 ds\,\big[A_i(s\mathbf r)+s\,r_j(\partial_jA_i)(s\mathbf r)\big]+\int_0^1 ds\,s\,[\mathbf r\times\mathbf B(s\mathbf r)]_i .$$

The first bracket is the total derivative $\frac{d}{ds}[sA_i(s\mathbf r)]$, which integrates to $A_i(\mathbf r)$. Hence

$$\mathbf A_m\equiv\mathbf A-\nabla\chi=-\int_0^1 ds\,s\,\mathbf r\times\mathbf B(s\mathbf r).$$

**Prescribed fields.** Let $\psi'=e^{-iq\chi}\psi$. Because $e^{-iq\chi}\,\mathbf p\,e^{iq\chi}=\mathbf p+q\nabla\chi$, the kinetic momentum $\mathbf p-q\mathbf A$ becomes $\mathbf p-q\mathbf A_m$. The time dependence of the transformation adds $q\,\partial_t\chi$ to the Hamiltonian, so the external scalar potential $\phi$ becomes $\phi+\partial_t\chi$. With $\mathbf E=-\nabla\phi-\partial_t\mathbf A$,

$$-\int_0^1 ds\,\mathbf r\cdot\mathbf E(s\mathbf r)=\int_0^1 ds\,\frac{d}{ds}\phi(s\mathbf r)+\partial_t\chi=\phi(\mathbf r)-\phi(0)+\partial_t\chi .$$

The term $\phi(0,t)$ does not depend on $\mathbf r$ and is removed by a time-dependent phase. The Hamiltonian is therefore

$$H=\tfrac12(\mathbf p-q\mathbf A_m)^2+V(\mathbf r)-q\int_0^1 ds\,\mathbf r\cdot\mathbf E(s\mathbf r).\tag{1}$$

**Quantized field.** Start in the Coulomb gauge, where the field momentum is $\boldsymbol\Pi=-\varepsilon_0\mathbf E_\perp$ and $[A_i(\mathbf x),\Pi_j(\mathbf x')]=i\delta^\perp_{ij}(\mathbf x-\mathbf x')$. Define the polarization

$$\mathbf P(\mathbf x)=q\,\mathbf r\int_0^1 ds\,\delta(\mathbf x-s\mathbf r),\qquad q\chi=\int d^3x\,\mathbf P\cdot\mathbf A .$$

The commutator $[q\chi,\boldsymbol\Pi]=i\mathbf P_\perp$ itself commutes with $\chi$, so the expansion of the transformed momentum stops after one term:

$$e^{-iq\chi}\,\boldsymbol\Pi\,e^{iq\chi}=\boldsymbol\Pi-i(i\mathbf P_\perp)=\boldsymbol\Pi+\mathbf P_\perp .$$

The field energy $\int\Pi^2/(2\varepsilon_0)$ then acquires the terms $\int\boldsymbol\Pi\cdot\mathbf P_\perp/\varepsilon_0$ and $\int P_\perp^2/(2\varepsilon_0)$. After the transformation $-\varepsilon_0\mathbf E_\perp$ is represented by $\boldsymbol\Pi+\mathbf P_\perp$, so $\boldsymbol\Pi=-(\varepsilon_0\mathbf E_\perp+\mathbf P_\perp)=-\mathbf D_\perp$. Since $\boldsymbol\Pi$ is transverse, the coupling can be written with the full $\mathbf P$:

$$-\frac1{\varepsilon_0}\int d^3x\,\mathbf P\cdot\mathbf D_\perp=-q\int_0^1 ds\,\mathbf r\cdot\frac{\mathbf D_\perp(s\mathbf r)}{\varepsilon_0}.$$

This is the electric term of (1) with $\mathbf E$ replaced by $\mathbf D_\perp/\varepsilon_0$, and the magnetic terms keep their form. The self-energy $\int P_\perp^2/(2\varepsilon_0)$ contains no field operator, but it depends on the electron position and belongs to the Hamiltonian. For the line polarization it is finite only when the modes are cut off: keeping wave numbers below $K$, it grows as $q^2rK^2/2$ for $Kr\gg1$ (atomic units, $\varepsilon_0=1/4\pi$). It must therefore be built from the same set of modes as the coupling. In the numerical check, with one mode in the dipole limit, the spectrum agrees with minimal coupling when this term is kept, and the ground-state energy is wrong when it is dropped. The expansion below applies to modes whose wavelength is long compared with the atom; shorter modes need the unexpanded integrals.

### 2. Expansion in powers of $\mathbf r$

From here on, fields and derivatives without an argument are taken at the origin.

**Electric terms.** Insert the Taylor series

$$\mathbf E(s\mathbf r)=\sum_{n\ge0}\frac{s^n}{n!}(\mathbf r\cdot\nabla)^n\mathbf E .$$

Since $\int_0^1 s^n ds=1/(n+1)$, the coefficients are $1/[n!(n+1)]=1/(n+1)!$. Written out,

$$H_E=-q\,r_iE_i-\frac q2\,r_ir_j\,\partial_jE_i-\frac q6\,r_ir_jr_k\,\partial_j\partial_kE_i-\dots\tag{2}$$

The $1/2$ of the quadrupole comes entirely from the line integral. The $1/6$ of the octupole is a Taylor factor $1/2$ times a line-integral factor $1/3$.

**Magnetic terms.** The vector potential has one more factor $s$, and $\int_0^1 s^{n+1}ds=1/(n+2)$:

$$\mathbf A_m=-\tfrac12\,\mathbf r\times\mathbf B-\tfrac13\,\mathbf r\times(\mathbf r\cdot\nabla)\mathbf B-\dots\tag{3}$$

The part of $\frac12(\mathbf p-q\mathbf A_m)^2$ linear in the field is $-\frac q2(\mathbf p\cdot\mathbf A_m+\mathbf A_m\cdot\mathbf p)$. For the first term of (3) we need

$$\mathbf p\cdot(\mathbf r\times\mathbf B)=\epsilon_{ijk}\,p_ir_jB_k=\epsilon_{ijk}\,r_jp_iB_k=-\mathbf L\cdot\mathbf B,\qquad \mathbf L=\mathbf r\times\mathbf p .$$

The exchange of $p_i$ and $r_j$ is allowed because $\epsilon_{ijk}$ vanishes for $i=j$. Both orderings therefore give $\mathbf p\cdot\mathbf A_m=\mathbf A_m\cdot\mathbf p=\frac12\mathbf L\cdot\mathbf B$, and the coupling is $-\frac q2\mathbf L\cdot\mathbf B$.

In the second term of (3) the extra factor $r_l$ need not commute with $p_i$. The two orderings differ through the divergence of this term, $\frac13\mathbf r\cdot(\nabla\times\mathbf B)$, so the ordering matters in a wave and not in a static source-free field. Using $\epsilon_{ijk}r_jp_i=-L_k$ again,

$$\frac q6\,\epsilon_{ijk}(p_ir_jr_l+r_jr_lp_i)\,\partial_lB_k=-\frac q6\,(L_kr_l+r_lL_k)\,\partial_lB_k .\tag{4}$$

This is the magnetic quadrupole: coefficient $1/3$ times the symmetrized product $\frac12(L_kr_l+r_lL_k)$.

**Diamagnetic terms.** Squaring (3) gives

$$\frac{q^2}2A_m^2=\frac{q^2}8|\mathbf r\times\mathbf B|^2+\frac{q^2}6(\mathbf r\times\mathbf B)\cdot[\mathbf r\times(\mathbf r\cdot\nabla)\mathbf B]+\dots$$

The leading coefficient is $\frac12\cdot(\frac12)^2=\frac18$. The next is $\frac12\cdot2\cdot\frac12\cdot\frac13=\frac16$.

**Result.** The requested couplings are

$$H_{\rm int}=-q\,r_iE_i-\frac q2r_ir_j\partial_jE_i-\frac q6r_ir_jr_k\partial_j\partial_kE_i-\frac q2\mathbf L\cdot\mathbf B+\frac{q^2}8|\mathbf r\times\mathbf B|^2+\dots$$

with coefficients $1,\ \frac12,\ \frac16,\ \frac12,\ \frac18$. In a uniform static field the higher terms vanish because all field derivatives do.

### 3. Traces

The trace part of $r_ir_j$ is $\frac13r^2\delta_{ij}$. It multiplies $\partial_iE_i=\nabla\cdot\mathbf E$, which is zero because the sources lie outside the atom. The quadrupole trace does not contribute.

For the octupole, separate

$$r_ir_jr_k=T_{ijk}+\frac{r^2}5(\delta_{ij}r_k+\delta_{ik}r_j+\delta_{jk}r_i).$$

Setting $i=j$ and summing turns the last part into $\frac{r^2}5(3+1+1)r_k=r^2r_k$, so $T_{ijk}$ is traceless. Contracted with $\partial_j\partial_kE_i$, the first two deltas produce $\nabla\cdot\mathbf E=0$. The third leaves

$$-\frac q{30}\,r^2\,\mathbf r\cdot\nabla^2\mathbf E .$$

This term has the angular dependence of a dipole. In a free wave $\nabla^2\mathbf E=-k^2\mathbf E$, so it equals $-k^2r^2/30$ times the dipole coupling. Dropping the octupole trace would lose this term; it vanishes in a static field, where $\nabla^2\mathbf E=0$. It is only part of the finite-size correction to a dipole transition. The antisymmetric part of $\partial_lB_k$ in the magnetic quadrupole (4), which is $\nabla\times\mathbf B$, has the same dipole symmetry and enters at the same order $k^2$. For hydrogen $1s\to2p$ on resonance each gives $-\frac49k^2$ relative to the dipole element (atomic units), and the sum $-\frac89k^2$ is the minimal-coupling value.

### 4. Comparison with minimal coupling and numbers

**Resonant transitions.** Take a wave travelling along $x$ and polarized along $z$, with positive-frequency parts

$$E_z=Fe^{ikx-i\omega t},\qquad A_z=\frac F{i\omega}e^{ikx-i\omega t},\qquad B_y=-\partial_xA_z .$$

Omitting the factor $e^{-i\omega t}$, the field at the origin is $B_y=-kF/\omega$. The two couplings of first order in $k$ are

$$H_{E2}=-\frac{iqkF}2\,xz,\qquad H_{M1}=-\frac q2L_yB_y=\frac{qkF}{2\omega}(zp_x-xp_z).$$

For $H_0=p^2/2+V$ one has $i[H_0,xz]=zp_x+xp_z$. Between eigenstates with $E_f-E_i=\omega$ this gives $\langle xz\rangle=-\frac i\omega\langle zp_x+xp_z\rangle$, and therefore

$$\langle H_{E2}+H_{M1}\rangle=-\frac{qkF}{2\omega}\langle zp_x+xp_z-zp_x+xp_z\rangle=-\frac{qkF}\omega\langle xp_z\rangle .$$

The right side is the first-order term in $k$ of the minimal coupling $-qA_zp_z$. Neither multipole reproduces it alone in general. The equality used $E_f-E_i=\omega$; off resonance, matrix elements between the same untransformed states differ in the two gauges.

**A short wave at one point.** Let the real field be $E_z=F\cos(kx+\theta)$ with $F=1$ V/Å, $\theta=45^\circ$, and photon energy 1000 eV. At $x=z=0.5$ Å, $kx=0.2534$. With $q=-1$, equation (2) gives

- dipole: $zF\cos\theta=0.5\times0.7071=0.3536$ eV;
- quadrupole: $-\frac12zF\,kx\sin\theta=-0.0448$ eV;
- octupole: $-\frac16zF(kx)^2\cos\theta=-0.0038$ eV.

Their sum is 0.3050 eV, and the full line integral is 0.3052 eV. The difference, 0.00025 eV, is mostly the next term of the series, $\frac1{24}zF(kx)^3\sin\theta=0.00024$ eV. The expansion is useful here because $kx$ is well below one.

**An oscillator in a light wave.** Let the electron be harmonically bound, with quanta $\omega_x=4$ eV and $\omega_z=6$ eV. Motion along $y$ is unaffected by the terms considered and is left out. The coordinate matrix elements are $x_{10}=0.9760$ Å and $z_{10}=0.7969$ Å, and $\langle1|p_x|0\rangle=i\omega_xx_{10}$, likewise for $z$. The positive-frequency amplitude is $F=1$ V/Å. This value only sets the scale of matrix elements that are linear in $F$. It corresponds to about $5\times10^{13}$ W/cm$^2$, where the dipole element is 13% of the 6 eV quantum, so first-order transition rates apply only at much weaker fields.

For $(0,0)\to(1,1)$, where the labels are $(n_x,n_z)$, the photon energy is 10 eV and $k=0.005068$ Å$^{-1}$. Then

$$\langle H_{E2}\rangle=\frac i2kFx_{10}z_{10}=1.971\,i\times10^{-3}\ \text{eV},$$

$$\langle H_{M1}\rangle=\frac i2kFx_{10}z_{10}\,\frac{\omega_z-\omega_x}{\omega_x+\omega_z}=0.394\,i\times10^{-3}\ \text{eV}.$$

The frequency ratio is $2/10$, so the magnetic dipole is one fifth of the electric quadrupole. It would vanish for $\omega_x=\omega_z$, when the ground state is rotationally symmetric about $y$. The sum, $2.3647\,i\times10^{-3}$ eV, agrees with full minimal coupling to about one part in $10^5$. The remainder is of third order in $k$.

For $(0,0)\to(0,1)$ the photon energy is 6 eV and $k=0.003041$ Å$^{-1}$. The dipole element is $z_{10}F=0.7969$ eV. The first-order terms are odd in $x$ and vanish. With $\langle x^2\rangle=x_{10}^2$, the octupole gives $-\frac16k^2\langle x^2\rangle z_{10}F$.

For the magnetic quadrupole, (4) contains $L_yx+xL_y=z(p_xx+xp_x)-2x^2p_z$. The expectation value of $p_xx+xp_x$ in the real ground state is zero, so the matrix element is $-2i\omega_z\langle x^2\rangle z_{10}$. With $\partial_xB_y=-ik^2F/\omega_z$ the coupling becomes

$$\frac16\left(-\frac{ik^2F}{\omega_z}\right)(-2i\omega_z\langle x^2\rangle z_{10})=-\frac13k^2\langle x^2\rangle z_{10}F .$$

The two corrections are $-1.17\times10^{-6}$ and $-2.34\times10^{-6}$ eV. Together they give $-\frac12k^2\langle x^2\rangle$ relative to the dipole, which is the second-order term from $e^{ikx}$ in minimal coupling. The octupole alone would supply one third of it.

**The oscillator in a static magnetic field.** Let a uniform field $B$ point along $y$. The diamagnetic energy of the ground state, with $\langle x^2\rangle=1/(2\omega_x)$ and $\langle z^2\rangle=1/(2\omega_z)$, is

$$\Delta E_{\rm dia}=\frac{B^2}8\langle x^2+z^2\rangle=\frac{B^2(\omega_x+\omega_z)}{16\,\omega_x\omega_z}.$$

At the same order in $B$, the magnetic dipole acts twice through the state $(1,1)$. Since $|\langle1,1|L_y|0,0\rangle|^2=(\omega_x-\omega_z)^2/(4\omega_x\omega_z)$,

$$\Delta E_{\rm para}=-\frac{B^2}4\,\frac{(\omega_x-\omega_z)^2}{4\omega_x\omega_z(\omega_x+\omega_z)} .$$

In the sum, $(\omega_x+\omega_z)^2-(\omega_x-\omega_z)^2=4\omega_x\omega_z$, so

$$\Delta E=\frac{B^2}{4(\omega_x+\omega_z)} .$$

For $cB=1$ V/Å, that is $B\approx33$ T, the diamagnetic energy is $3.883\times10^{-7}$ eV. These are orbital energies only; the omitted spin term, $\pm\mu_BB\approx\pm1.9\times10^{-3}$ eV at this field, is far larger. The second-order term is smaller by $(2/10)^2=0.04$ and negative, $-0.155\times10^{-7}$ eV. The total is $3.728\times10^{-7}$ eV. Diagonalization in the Landau gauge $A_z=-Bx$, which uses none of the multipole couplings, gives the same value to the digits shown. This tests the factors $1/8$ and $1/2$ in combination; a single energy does not fix each of them separately. The closed form is the leading order in $B$ and requires $B\ll\omega_x+\omega_z$ in atomic units.

The numerical check also extracts all seven coefficients derived in section 2 directly from the line integrals.

## Table of computed values

```
Coefficients extracted from the line integrals
  electric dipole: 1.00000000
  electric quadrupole: 0.50000000
  electric octupole: 0.16666667
  magnetic dipole: 0.50000000
  magnetic quadrupole: 0.33333333
  diamagnetic, leading: 0.12500000
  diamagnetic, next: 0.16666667
(a) One point in a short wave
  photon energy: 1000 eV
  field amplitude: 1.0 V/angstrom
  phase: 45 degrees
  x, z: 0.5, 0.5 angstrom
  k: 0.50677 1/angstrom;  kx: 0.25339
  dipole: 0.353553 eV
  quadrupole: -0.044793 eV
  octupole: -0.003783 eV
  sum of three: 0.304977 eV
  full line integral: 0.305229 eV
  full minus sum: 0.000251 eV
(b) Oscillator electron, wave amplitude as in (a)
  quanta along x, z: 4, 6 eV
  <1|x|0>: 0.97596 angstrom
  <1|z|0>: 0.79687 angstrom
 (0,0)->(1,1), photon 10 eV, imaginary parts
  k: 0.005068 1/angstrom
  electric quadrupole: 1.970611e-03 eV
  magnetic dipole: 3.941222e-04 eV
  sum: 2.364733e-03 eV
  minimal coupling: 2.364704e-03 eV
 (0,0)->(0,1), photon 6 eV, real parts
  k: 0.003041 1/angstrom
  electric dipole: 0.796867002 eV
  electric octupole: -1.1696e-06 eV
  magnetic quadrupole: -2.3391e-06 eV
  sum: 0.796863493 eV
  minimal coupling: 0.796863493 eV
(c) Static field, cB = 1.0 V/angstrom
  diamagnetic energy: 3.88331e-07 eV
  second-order magnetic dipole: -1.55332e-08 eV
  sum: 3.72797e-07 eV
  Landau-gauge diagonalization: 3.72797e-07 eV
  closed form: 3.72797e-07 eV
```
